# The Lévêque Limiting Current on an Electrode in a Laminar Channel

Copper is deposited from a flowing acid bath onto a flat electrode 5 cm long, at the highest rate at which the flow can deliver copper ions. In the model worked out below, the current density is 109.5 mA/cm² at 0.1 cm from the upstream edge, 50.8 mA/cm² at 1 cm and 29.7 mA/cm² at the downstream edge. The mean is 44.6 mA/cm², which is 1.5 times the last of these values. Neither the decrease nor the factor 1.5 depends on the chemistry of copper. Both follow from the growth of a thin depleted layer in a shear flow.

## Flow and transport near the electrode

The electrode lies flush in one wall of a wide channel of gap $h$. Let $x$ be the distance downstream from its leading edge, and $y$ the distance from the electrode into the liquid. The electrode occupies $0<x<L$. The flow is steady, laminar and fully developed, with constant viscosity $\mu$ and a pressure gradient $dp/dx<0$. With $G=-(dp/dx)/\mu$, the momentum balance is $u''=-G$. No slip at $y=0$ and $y=h$ gives

$$u=\frac{G}{2}\,y(h-y),\qquad U=\frac1h\int_0^h u\,dy=\frac{Gh^2}{12}. \tag{1}$$

Eliminating $G$ in favour of the mean speed $U$ gives the velocity and the wall shear rate $s$:

$$u=s\,y\left(1-\frac yh\right),\qquad s=u'(0)=\frac{Gh}{2}=\frac{6U}{h}. \tag{2}$$

The reacting ion has concentration $c$, bulk value $c_b$ and constant diffusivity $D$. Migration in the electric field is left out for now. If the depleted layer is thin compared with $h$, then $u\approx sy$ inside it. If it is also thin compared with $x$, diffusion along the flow is negligible beside diffusion across it. The species balance becomes

$$s\,y\,\frac{\partial c}{\partial x}=D\,\frac{\partial^2c}{\partial y^2}. \tag{3}$$

At the limiting current every ion that reaches the electrode reacts, so

$$c(x,0)=0,\qquad c(0,y)=c_b,\qquad c(x,y\to\infty)=c_b. \tag{4}$$

## The similarity solution

Let the layer have thickness $\Delta$. In (3), convection is of order $s\Delta c_b/x$ and diffusion of order $Dc_b/\Delta^2$. Their balance requires $\Delta^3\sim Dx/s$. A factor 9 simplifies the later algebra:

$$\Delta(x)=\left(\frac{9Dx}{s}\right)^{1/3},\qquad \eta=\frac{y}{\Delta(x)},\qquad c=c_b f(\eta). \tag{5}$$

Since $\Delta\propto x^{1/3}$, we have $d\Delta/dx=\Delta/(3x)$, and therefore

$$\frac{\partial\eta}{\partial x}=-\frac{\eta}{3x},\qquad \frac{\partial c}{\partial x}=-\frac{c_b\,\eta f'}{3x},\qquad \frac{\partial^2c}{\partial y^2}=\frac{c_bf''}{\Delta^2}. \tag{6}$$

Insert these in (3), with $y=\Delta\eta$, and multiply by $\Delta^2/(Dc_b)$:

$$-\frac{s\Delta^3}{3Dx}\,\eta^2f'=f''. \tag{7}$$

By (5), $s\Delta^3=9Dx$, so the coefficient is 3 and $x$ drops out:

$$f''+3\eta^2f'=0,\qquad f(0)=0,\qquad f(\infty)=1. \tag{8}$$

The inlet condition and the outer condition in (4) have merged, because $\eta\to\infty$ both for $x\to0$ at fixed $y$ and for $y\to\infty$ at fixed $x$. Equation (8) is first order in $f'$. Dividing by $f'$ gives $(\ln f')'=-3\eta^2$, hence

$$f'=A\,e^{-\eta^3},\qquad f=A\int_0^\eta e^{-t^3}dt. \tag{9}$$

The condition at infinity fixes $A$. With $z=t^3$ and $dt=\tfrac13z^{-2/3}dz$,

$$\frac1A=\int_0^\infty e^{-t^3}dt=\frac13\Gamma\!\left(\tfrac13\right)=\Gamma\!\left(\tfrac43\right)=0.89298. \tag{10}$$

The molar flux towards the electrode is $N=+D\,\partial c/\partial y$ at $y=0$; the sign is positive because $c$ increases away from the surface. Each ion takes up $n$ electrons. Counting cathodic current as positive, Faraday's law gives

$$i(x)=nFN=\frac{nFDc_b}{\delta(x)},\qquad \delta(x)=\Gamma\!\left(\tfrac43\right)\left(\frac{9Dx}{s}\right)^{1/3}. \tag{11}$$

Here $\delta$ is the thickness of a stagnant film with a linear profile that would carry the same flux. Equation (11) is the Lévêque limiting current. It falls as $x^{-1/3}$ because liquid further downstream has been losing reactant for longer, and the concentration drop $c_b$ is spread over a thicker layer. At fixed $x$ and $D$ the current grows as $s^{1/3}$, so eight times the flow is needed to double it, provided the flow stays laminar and developed.

## The mean current

Write $i(x)=i(L)(x/L)^{-1/3}$. The singularity at $x=0$ is integrable:

$$i_{\rm mean}=\frac{i(L)}{L}\int_0^L\left(\frac xL\right)^{-1/3}dx=i(L)\int_0^1\xi^{-1/3}d\xi=\frac32\,i(L). \tag{12}$$

The part of the electrode from 0 to $x$ carries the share $(x/L)^{2/3}$ of the total current. The first tenth therefore carries $0.1^{2/3}=21.5\,\%$.

The same mean follows from the reactant missing in the liquid that leaves the electrode, without integrating the local current. Per unit width, the missing flow at $x=L$ is

$$\int_0^\infty sy(c_b-c)\,dy=sc_b\Delta^2\int_0^\infty\eta(1-f)\,d\eta. \tag{13}$$

Integrate by parts. The boundary term $\tfrac12\eta^2(1-f)$ vanishes at both ends, which leaves

$$\int_0^\infty\eta(1-f)\,d\eta=\frac12\int_0^\infty\eta^2f'\,d\eta=\frac A2\int_0^\infty\eta^2e^{-\eta^3}d\eta=\frac A6. \tag{14}$$

Dividing (13) by $L$ and using $s\Delta^2=9DL/\Delta$ gives the mean flux

$$N_{\rm mean}=\frac{sc_b\Delta^2A}{6L}=\frac32\,\frac{ADc_b}{\Delta(L)}=\frac32N(L), \tag{15}$$

in agreement with (12).

For correlations one uses the hydraulic diameter $d=2h$, the Reynolds number $Re=Ud/\nu$ and the Schmidt number $Sc=\nu/D$, where $\nu$ is the kinematic viscosity. Since $s=6U/h=12U/d$, the mean Sherwood number is

$$Sh=\frac{N_{\rm mean}d}{Dc_b}=\frac{3d}{2\Gamma(4/3)}\left(\frac{12U}{9dDL}\right)^{1/3}=1.849\left(Re\,Sc\,\frac dL\right)^{1/3}, \tag{16}$$

because $d\,(U/dDL)^{1/3}=(Ud^2/DL)^{1/3}$ and $Ud^2/(DL)=Re\,Sc\,d/L$.

## Copper in an acid sulfate bath

Take $h=0.2$ cm, channel width 10 cm, $L=5$ cm and $U=10$ cm/s. The bath holds 0.25 mol/L copper and 1.8 mol/L sulfuric acid, with $D=5\times10^{-6}$ cm²/s and $\nu=0.012$ cm²/s. Then $s=6\times10/0.2=300$ s⁻¹, $Re=333$ and $Sc=2400$. At the trailing edge,

$$\delta(L)=0.893\left(\frac{9\times5\times10^{-6}\times5}{300}\right)^{1/3}{\rm cm}=8.11\times10^{-3}\ {\rm cm}=81.1\ \mu{\rm m}. \tag{17}$$

With $n=2$ and $c_b=2.5\times10^{-4}$ mol/cm³,

$$i(L)=\frac{2\times96485\times5\times10^{-6}\times2.5\times10^{-4}}{8.11\times10^{-3}}\ \frac{\rm A}{\rm cm^2}=29.7\ \frac{\rm mA}{\rm cm^2}. \tag{18}$$

The mean is $1.5\times29.7=44.6$ mA/cm², or 446 A/m². Over 50 cm² this makes 2.23 A. The flow supplies 20 cm³/s of bath, and 0.23 % of its copper is consumed in one pass. The local current falls strongly although the bath as a whole is hardly depleted: the depletion is confined to the wall layer.

Equation (3) was also solved directly, with 800 strips across the first 0.05 cm of liquid and no similarity assumption. The mean, taken from the missing reactant, is 44.60 mA/cm². The wall fluxes at 0.5 and 5 cm give the exponent $-0.33333$, and the mean is 1.50001 times the trailing-edge value. These agreements test the solution of (3), not the physical assumptions behind it.

## When the layer feels the curved velocity profile

The straight profile $u=sy$ overestimates the speed in (2). The first correction can be found in closed form. Let $\epsilon=\Delta/h$ and seek $c/c_b=f(\eta)+\epsilon f_1(\eta)$. Because $\epsilon\propto x^{1/3}$,

$$\frac{\partial}{\partial x}(\epsilon f_1)=\frac{\epsilon}{3x}\,(f_1-\eta f_1'). \tag{19}$$

With $u=s\Delta\eta(1-\epsilon\eta)$, the same multiplication that led to (7) gives

$$3\eta\left[-(1-\epsilon\eta)\eta f'+\epsilon(f_1-\eta f_1')\right]=f''+\epsilon f_1''+O(\epsilon^2). \tag{20}$$

The terms without $\epsilon$ cancel by (8). Those linear in $\epsilon$ require

$$f_1''+3\eta^2f_1'-3\eta f_1=3\eta^3f',\qquad f_1(0)=f_1(\infty)=0. \tag{21}$$

Call the operator on the left $\mathcal L$. Direct differentiation, with $f''=-3\eta^2f'$, gives

$$\mathcal L[\eta^2f']=(2-15\eta^3)f',\qquad \mathcal L[\eta f]=2f',\qquad \mathcal L[\eta]=0. \tag{22}$$

Hence $-\tfrac15\eta^2f'+\tfrac15\eta f$ produces the required right side, and subtracting $\tfrac15\eta$ makes the solution vanish at infinity:

$$f_1=-\tfrac15\left[\eta^2f'+\eta(1-f)\right],\qquad f_1'(0)=-\tfrac15. \tag{23}$$

The wall gradient is $c_b[A+\epsilon f_1'(0)]/\Delta$. Since $\epsilon/\Delta=1/h$,

$$i(x)\approx\frac{nFDc_b}{\delta(x)}-\frac{nFDc_b}{5h}. \tag{24}$$

To this order the correction is the same at every $x$. Relative to the Lévêque mean it is $-\delta(L)/(7.5h)=-81.1/(7.5\times2000)=-0.54\,\%$. A direct solution with the parabolic profile gives $-0.55\,\%$. The expansion fails when $\Delta$ becomes comparable with $h$, which by (5) happens at $x\sim sh^3/(9D)$, here about 500 m; with an inert opposite wall, (24) is already off by 2 % at 50 m and 8 % at 150 m. The opposite wall is therefore of no concern for a 5 cm electrode.

## The leading edge

The infinite current at $x=0$ comes from imposing $c=0$ right up to the edge. With a reaction of finite rate constant $k$, the flux $kc$ could not exceed $kc_b$. A separate matter is the diffusion along the flow that (3) leaves out. Diffusion along $x$, of order $Dc_b/x^2$, stands to diffusion across the layer as $\Delta^2/x^2\sim(D/sx^2)^{2/3}$. It can be dropped for $x\gg(D/s)^{1/2}=1.3\ \mu$m. In the Lévêque law a strip of that length carries 0.09 % of the current. This share is a generous allowance, not the error itself: for an electrode between inert stretches of wall, diffusion along the flow changes the total current by only about $0.9\,(D/sL^2)^{1/2}$, here of order 0.002 %.

Finite reaction rate and electrical resistance can limit the edge current over a longer strip. By (12), the local current exceeds ten times the mean where $\tfrac23(x/L)^{-1/3}>10$, that is for $x<L/15^3=14.8\ \mu$m. That strip carries $15^{-2}=0.44\,\%$ of the total. A cap at ten times the mean would thus change the mean little; a lower cap affects more of the electrode, and the condition $c=0$ then fails over a visible length.

## Migration

Copper ions also drift in the electric field. To estimate this, consider a stagnant film of thickness $\delta$ containing Cu²⁺, H⁺ and HSO₄⁻ with concentrations $c_1,c_2,c_3$; further dissociation of HSO₄⁻ is ignored. Let $\phi$ be the potential in units of $RT/F$, with $R$ the gas constant and $T$ the temperature. Copper moves towards the electrode with flux $N$, while the other two ions have no net flux:

$$c_1'+2c_1\phi'=\frac ND,\qquad c_2'+c_2\phi'=0,\qquad c_3'-c_3\phi'=0. \tag{25}$$

Add the three equations. The terms in $\phi'$ have the factor $2c_1+c_2-c_3$, which is zero by electroneutrality. Integration across the film shows that $N\delta/D$ equals the drop in total ion concentration from bulk to surface. The last two equations also give $(c_2c_3)'=0$. At the surface $c_1=0$, so $c_2=c_3=\sqrt{c_{2b}c_{3b}}$, where the subscript $b$ marks bulk values. Compared with diffusion alone, the flux is multiplied by

$$\frac{N\delta}{Dc_b}=\frac{c_b+c_{2b}+c_{3b}-2\sqrt{c_{2b}c_{3b}}}{c_b}. \tag{26}$$

In this bath the sulfate brought in with the copper binds H⁺, so $c_{2b}=1.8-0.25=1.55$ mol/L and $c_{3b}=1.8+0.25=2.05$ mol/L. The factor is $(3.85-3.565)/0.25=1.14$. If it carries over to the flowing layer, the mean rises from 44.6 to about 51 mA/cm². The carry-over is only an estimate. In the film the diffusivities of the other ions drop out, whereas in a flowing layer they set how far the profiles of those ions spread. With three equal diffusivities the factor in the shear flow would be 1.16; faster diffusion of the other ions lowers it. Solving the same three-ion model in the shear flow, with H⁺ about 13 times and HSO₄⁻ about 1.9 times as diffusive as Cu²⁺, gives a factor near 1.09, or about 49 mA/cm². The result depends on the assumed speciation. In the opposite limit of complete dissociation (Cu²⁺, H⁺ and SO₄²⁻, the last about 1.5 times as diffusive as Cu²⁺) the factor is 1.03 in the shear flow and 1.04 in the film. A bath with partly dissociated HSO₄⁻ is expected to lie between the two limits.

## Comparison with a real cell

The concentrations and transport properties are rough typical values for acid copper baths. The largest neglected effect found here is migration, at about $+3$ to $+9\,\%$ in the shear flow and $+4$ to $+14\,\%$ in the film model, depending on how far HSO₄⁻ dissociates. Uncertain properties can matter as much: with all else fixed, 10 % more diffusivity raises the mean by 6.6 %, and 10 % more wall shear raises it by 3.2 %. The side walls change the width-averaged current by less than about 0.1 % at the same mean speed. Deposition draws liquid towards the wall at 1.3 % of the mass-transfer coefficient $N/c_b$, which suggests an effect of order one per cent.

Orientation matters because depleted liquid is lighter. The density drop is taken here as 4 %, a rough assumed value. On a vertical electrode, buoyancy acting across the layer produces a shear of order $g(\Delta\rho/\rho)\delta/\nu$, where $g$ is the acceleration of gravity and $\Delta\rho/\rho$ the relative density drop. This scale is about 9 % of $s$; integrating the buoyancy over the concentration profile gives about 5 %. The example therefore places the electrode in the upper wall, facing down, where the light liquid is stably layered and the corresponding shear at the trailing edge is of order 0.005 % of $s$. An electrode in the lower wall would have light liquid beneath heavy liquid, and (11) would need a separate stability study.

The flow must also be developed before it reaches the electrode. Momentum diffuses across half the gap in a time of order $(h/2)^2/\nu$, during which the liquid travels about 8 cm. An inert entry section of that length is ample: disturbances of the profile decay several times faster than this estimate suggests, and from a uniform inlet profile the wall shear comes within 1 % of its developed value after about 2 cm.

For plating, the limiting current is a ceiling and not a recommended setting: copper deposited close to it tends to be rough or powdery, and a roughened surface no longer satisfies the smooth-wall model. Well below the limit, the current distribution is governed largely by kinetics and resistance, and the $x^{-1/3}$ law should not be used to predict deposit thickness. Most of the values behind these estimates are listed in the numerical output.

## Numbers as computed

```
Copper concentration: 0.25 mol/L
Sulfuric acid concentration: 1.80 mol/L
Diffusivity D: 5.0e-06 cm2/s
Kinematic viscosity: 0.012 cm2/s
Gap, width, electrode length: 0.2, 10.0, 5.0 cm
Mean speed U: 10.0 cm/s
Faraday constant: 96485.33 C/mol
Wall shear factor s h/U: 6
Wall shear rate s: 300.0 1/s
Reynolds number: 333.3; Schmidt number: 2400
Gamma(4/3), by quadrature: 0.89298
x = 0.1 cm: current 109.53 mA/cm2, film 22.0 um
x = 1.0 cm: current 50.84 mA/cm2, film 47.4 um
x = 5.0 cm: current 29.73 mA/cm2, film 81.1 um
Mean limiting current, formula: 44.60 mA/cm2
Mean limiting current, direct: 44.60 mA/cm2
Mean limiting current, formula: 446.0 A/m2
Total current: 2.230 A
Copper consumed in one pass: 0.231 %
Direct solution, exponent of x: -0.33333
Direct solution, mean/trailing edge: 1.50001
Direct solution, share of first tenth: 0.2154
Largest profile error, c/c_b: 3.7e-06
Largest local-current difference: 0.000 %
Direct current gain for 8 times the flow: 2.0000
Sherwood coefficient: 1.8488
Mean Sherwood number, formula: 73.95
Mean Sherwood number, direct: 73.95
Migration, film model: +14.0 %
Curved velocity profile: -0.548 %
  shift on halving the mesh: 0.0000 % points
Side walls: -0.060 %
  shift on halving the mesh: 0.0270 % points
Diffusivity 10 % higher: +6.56 %
Wall shear 10 % higher: +3.23 %
Axial-diffusion length: 1.29 um
  current share of that strip: 0.087 %
Strip above ten times mean current: 14.8 um
  current share of that strip: 0.44 %
Relative density drop, rough input: 0.04
Buoyant/forced shear, vertical: 8.8 %
Buoyant/forced shear, horizontal: 0.0048 %
Bath density, rough input: 1.2 g/cm3
Deposition wall velocity / mass-transfer coefficient: 1.32 %
Conductivity, rough input: 0.5 S/cm
Ohmic drop across gap at mean current: 17.8 mV
Flow development length U(h/2)^2/nu: 8.3 cm
```
